# Wannier interpolation of optical matrix elements: position terms, gauge invariance, convergence

Before a fine-mesh optical calculation, an implementer must decide what to store from the coarse mesh. The Wannier Hamiltonian $H(R)$ suffices for band energies. Matrix elements between bands also need the position matrix $\langle 0|x|R\rangle$, and the way it is computed decides whether the coarse-mesh error falls exponentially or as $N^{-2}$. In the model below, omitting this matrix changes the strength $|p_{12}|^2$ of one transition by a factor of 0.09 or 6.3, depending on the choice of Wannier functions.

## Setting and scheme

Take independent electrons in one dimension, $H=p^2/2m+V(x)$, with $V$ local, real and of period $a$. The lowest $J$ bands are separated by a gap from the rest at every real $k$. Write $G=2\pi/a$, and let $N$, the number of coarse $k$ points, be odd.

Wannier functions $w_b$ define Bloch-like functions and their periodic parts:

$$\psi_{kb}(x)=\sum_R e^{ikR}w_b(x-R),\qquad u_{kb}=e^{-ikx}\psi_{kb}.$$

Inner products of the $u$ run over one cell. The $u_{kb}$ span the $J$-band space but need not be eigenstates. Define

$$H_{ab}=\langle u_a|H(k)|u_b\rangle,\qquad A_{ab}=i\langle u_a|\partial_k u_b\rangle,$$

with $H(k)=e^{-ikx}He^{ikx}$. The scheme is:

```
coarse mesh, for each k:
  C = lowest J eigenvectors of H(k)
  L, s, Rh = svd(C^dagger g(k))        # g: trial orbitals
  F(k) = C L Rh                        # smooth frame
  Hw(k) = F^dagger H(k) F
H(R) = (1/N) sum_k exp(-ikR) Hw(k)
w(x) = (1/N) sum_k psi_k(x)            # on the N-cell supercell
A(R) = integral w(x)^dagger (x-R) w(x-R)
       # x-R folded into [-Na/2, Na/2]

any k:
  H  = sum_R exp(ikR) H(R)
  dH = sum_R iR exp(ikR) H(R)
  A  = Hermitian part of sum_R exp(ikR) A(R)
  E, U = eigh(H)
  hv = U^dagger (dH - i(A H - H A)) U
```

## Derivation of the velocity formula

Differentiating $H(k)$ gives

$$\partial_kH(k)=e^{-ikx}(-ixH+iHx)e^{ikx}=e^{-ikx}\,i[H,x]\,e^{ikx}.$$

Since $i[H,x]=\hbar v$, the operator $\partial_kH(k)$ represents $\hbar v$ on periodic parts. For a local potential it equals $(\hbar^2/m)(k-i\partial_x)$, so $v=p/m$. For a nonlocal potential $v$ contains the extra commutator with $x$. The derivation below still gives $v$, but $v$ is then no longer $p/m$.

Apply the product rule to $H_{ab}$ and isolate the wanted element:

$$\langle u_a|\partial_kH(k)|u_b\rangle=\partial_kH_{ab}-\langle\partial_ku_a|H(k)|u_b\rangle-\langle u_a|H(k)|\partial_ku_b\rangle .$$

The space is spanned by eigenstates of $H(k)$, so $H(k)|u_b\rangle=\sum_c|u_c\rangle H_{cb}$. Differentiating $\langle u_a|u_c\rangle=\delta_{ac}$ gives $\langle\partial_ku_a|u_c\rangle=-\langle u_a|\partial_ku_c\rangle=iA_{ac}$. The second term is therefore $-i(AH)_{ab}$. In the third, $H(k)$ acts to the left and $\langle u_c|\partial_ku_b\rangle=-iA_{cb}$, which gives $+i(HA)_{ab}$. Thus

$$\boxed{\hbar v=\partial_kH-i[A,H]} .$$

No outside band enters. Let $U$ diagonalize $H$, so that $U^\dagger HU=E$. Then $-i(U^\dagger AU\,E-E\,U^\dagger AU)$ has elements $i(E_n-E_m)(U^\dagger AU)_{nm}$, and

$$\hbar v_{nm}=(U^\dagger\partial_kH\,U)_{nm}+i(E_n-E_m)(U^\dagger AU)_{nm}.$$

On the diagonal the position term vanishes and $\hbar v_{nn}=\partial_kE_n$ for a nondegenerate band. Band velocities therefore cannot reveal a missing or wrong position matrix. The formula itself has no energy denominators. Near a narrow avoided crossing inside the group, however, an error $\delta H$ in the interpolated Hamiltonian rotates the eigenvectors $U$ by an angle of order $|\delta H|/|E_n-E_m|$. The coarse mesh must therefore make $\delta H$ small compared with that gap.

## Why $A$ is the position matrix

From $u_{kb}=\sum_Re^{-ik(x-R)}w_b(x-R)$ it follows that

$$i\partial_ku_{kb}=\sum_R(x-R)e^{-ik(x-R)}w_b(x-R).$$

In the product with $u_{ka}$ the factors $e^{\pm ikx}$ cancel, and the lattice sum in the bra extends the cell integral to all space:

$$A_{ab}(k)=\sum_Re^{ikR}\langle 0a|(x-R)|Rb\rangle=\sum_Re^{ikR}\langle0a|x|Rb\rangle .$$

The last equality holds because $R\langle0a|Rb\rangle=0$: the overlap vanishes for $R\ne0$ and the prefactor vanishes for $R=0$. The diagonal elements at $R=0$ are the Wannier centres. The other elements are dipoles between Wannier functions.

## Gauge invariance

A different choice of Wannier functions is a smooth periodic unitary $W(k)$ with $u'_b=\sum_cu_cW_{cb}$. Then $H'=W^\dagger HW$. Since $\partial_ku'_b=\sum_c(\partial_ku_c\,W_{cb}+u_c\,\partial_kW_{cb})$,

$$A'=W^\dagger AW+iW^\dagger\partial_kW .$$

The derivative term becomes

$$\partial_kH'=W^\dagger(\partial_kH)W+(\partial_kW^\dagger)HW+W^\dagger H\,\partial_kW .$$

The inhomogeneous part of $A'$ contributes, with $-i\cdot i=1$,

$$[W^\dagger\partial_kW,\,W^\dagger HW]=W^\dagger(\partial_kW)W^\dagger HW-W^\dagger H\,\partial_kW .$$

Differentiating $W^\dagger W=1$ gives $\partial_kW^\dagger=-W^\dagger(\partial_kW)W^\dagger$. The extra terms therefore cancel in pairs, leaving $v'=W^\dagger vW$. The eigenvectors become $U'=W^\dagger U$ up to phases, so $U'^\dagger v'U'=U^\dagger vU$ up to phases. For nondegenerate bands $|v_{nm}|$ is invariant, while its two parts are not. For degenerate levels the invariant is $\sum|v_{nm}|^2$ over the degenerate sets.

On a finite mesh this must be qualified. Fourier interpolation of $W^\dagger HW$ is not $W^\dagger$ times the interpolated $H$ times $W$, so two gauges agree up to the interpolation error.

## A smooth frame from trial orbitals

Let $P(k)$ project on the group and let $g(k)$ hold the periodic parts of $J$ trial orbitals. The frame is

$$u=Pg\,S^{-1/2},\qquad S=g^\dagger Pg .$$

It is orthonormal because $S^{-1/2}g^\dagger P\,Pg\,S^{-1/2}=1$. With $P=CC^\dagger$ and $C^\dagger g=L\Sigma R^\dagger$, one has $S^{-1/2}=R\Sigma^{-1}R^\dagger$, so $u=CLR^\dagger$, as in the pseudocode. Only $P$ enters, so arbitrary phases or unitary mixing of the computed eigenvectors drop out.

## Exponential convergence

Suppose the frame extends analytically to $|\mathrm{Im}\,k|<\kappa$, and take any $\kappa'<\kappa$. In

$$H_R=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{-ikR}H(k)\,dk$$

shift the contour by $-i\kappa'$ for $R>0$ and by $+i\kappa'$ for $R<0$. The side pieces cancel by periodicity, and $|H_R|\le Ce^{-\kappa'|R|}$. In $w(x)=(a/2\pi)\int\psi_k(x)\,dk$, where $\psi_k(x+R)=e^{ikR}\psi_k(x)$, the shifts have the opposite sign: $+i\kappa'$ for $x>0$ and $-i\kappa'$ for $x<0$. They give $|w(x)|\le Ce^{-\kappa'|x|}$.

The coarse sum returns $\sum_LH_{R+LNa}$ in place of $H_R$, for $|R|\le(N-1)a/2$. Both the omitted terms and the false images ($L\ne0$) have lattice distance at least $(N+1)a/2$. Their geometric sums are bounded by a constant times $e^{-\kappa'Na/2}$. The factor $R$ in $\partial_kH$ adds at most a power of $N$.

For the position matrix put $y=x-R$. The supercell integral replaces $\int w^*(y+R)\,y\,w(y)\,dy$ by one over $|y|<Na/2$ with periodic images added. The part cut off has $|w(y)|\le Ce^{-\kappa'Na/2}$, and so do the images of $w(y)$ inside the supercell. Images of the bra multiply $w(y)$ by $w^*(y+R-LNa)$. The two distances add up to at least $|LNa-R|>Na/2$, so the product is equally small. The elements $A(R)$ with $|R|>Na/2$, which the sum over $R$ omits, are small for the same reason, since $|y|+|y+R|\ge|R|$. Every error is $e^{-\kappa'Na/2}$ times at most a power of $N$.

### What sets $\kappa$

Let $D(E)$ be half the trace of the matrix that carries $(\psi,\psi')$ across one cell. Bloch's condition is $\cos ka=D(E)$. Energies are analytic in $k$ except where $D'(E)=0$. The zeros $E_j$ of $D$ are the energies at $k=\pi/2a$, hence real. $D$ grows with complex $E$ like $\cos(a\sqrt{2mE}/\hbar)$, which is slow enough for a product over its zeros, so $D'/D=\sum_j(E-E_j)^{-1}$. Off the real axis all terms have imaginary parts of one sign, so $D'$ has only real zeros, and the sum falls monotonically through one zero between neighbouring $E_j$. Each gap thus holds one critical point (at a closed gap it sits at the touching energy). In the gap between bands 2 and 3, at $k=0$, it is a maximum $D_{\max}>1$:

$$\kappa=\frac1a\,\mathrm{arccosh}\,D_{\max}.$$

For $J=2$ the branch point joining bands 1 and 2 is harmless, because $P$ is symmetric in the two.

A nearly-free estimate shows the trend. Near $k=0$ keep the two waves of wave number $k\pm G$, coupled so that the gap is $\Delta$. Their kinetic energies differ by $2\hbar^2Gk/m$, so

$$E_3-E_2=2\sqrt{(\Delta/2)^2+(\hbar^2Gk/m)^2},$$

which vanishes at $k=\pm i\kappa_0$ with $\kappa_0=m\Delta/(2\hbar^2G)$. In this limit $\kappa$ is proportional to the gap, and exponential convergence is lost as the gap closes.

### The frame can spoil the strip

An analytic $P$ is not enough: $S^{-1/2}$ may have singularities closer to the real axis. For $J=2$ set $d=\sqrt{\det S}$. The Cayley–Hamilton relation $S^2=(\mathrm{tr}\,S)S-d^2$ gives $(S+d)^2=(\mathrm{tr}\,S+2d)S$, hence

$$\sqrt S=\frac{S+d}{\sqrt{\mathrm{tr}\,S+2d}} .$$

So $S^{-1/2}$ is analytic wherever neither $\det S$ nor $\mathrm{tr}\,S+2d$ vanishes. By the argument principle, the number of zeros between $\mathrm{Im}\,k=\pm\eta$ is the difference of the phase windings along these lines. The relation $S(k^*)=S(k)^\dagger$ makes the two windings opposite, so zero winding on one line excludes zeros between them. Both windings were tested to vanish at $\eta=0.95\kappa$ for the two potentials below.

## The finite-difference trap

A shortcut uses overlaps of neighbouring mesh points, spaced by $b=2\pi/(Na)$:

$$A^{\rm fd}_{ab}(k)=\frac{i}{2b}\left(\langle u_{ka}|u_{k+b,b}\rangle-\langle u_{ka}|u_{k-b,b}\rangle\right).$$

Insert the Wannier expansion. In the ket the combination $i(e^{-ib(x-R)}-e^{ib(x-R)})/2b$ appears, which equals $\sin[b(x-R)]/b$. With $y=x-R$, the position measured from the ket's cell, the link formula thus replaces $y$ by

$$\frac{\sin by}{b}=y-\frac{b^2y^3}{6}+\dots$$

The Wannier functions have finite extent as $N$ grows, so the leading error is proportional to $b^2\propto N^{-2}$, however large the gap. The replacement was tested against explicit overlaps. The cure is to use $y$ itself in the supercell. The stored matrices $A(R)$ have the same size, but computing them needs the wave functions on the whole coarse mesh, not only the overlaps between neighbouring points.

## Worked example

The model potential is

$$V(x)=-V_1\cos Gx+V_2\cos(2Gx+\varphi),$$

with $a=0.5$ nm, $V_1=4$ eV, $\varphi=0.5$ rad and $\hbar^2/2m=0.0381$ eV nm². Two Gaussians $e^{-(x-s)^2/2\sigma^2}$, with $\sigma=0.06$ nm and $s=\pm0.10$ nm, serve as trial orbitals for bands 1 and 2.

**Convergence.** Errors are the largest absolute deviations of $\hbar v_{11}$, $\hbar v_{22}$ and $|\hbar v_{12}|$ from direct plane-wave values, over 41 $k$ points. For $V_2=3$ eV, in eV nm:

| $N$ | true position | finite difference |
|---|---|---|
| 11 | $1.2\times10^{-3}$ | $6.3\times10^{-3}$ |
| 19 | $1.8\times10^{-5}$ | $2.4\times10^{-3}$ |
| 27 | $2.9\times10^{-7}$ | $1.2\times10^{-3}$ |
| 35 | $4.7\times10^{-9}$ | $7.5\times10^{-4}$ |

The gap between bands 2 and 3 is 3.63 eV at $k=0$, and the differential equation gives $\kappa=1.991$ nm⁻¹. The predicted rate is $\kappa a/2=0.498$ per mesh point; the fitted rate is 0.515. For $V_2=1.5$ eV the gap is 2.36 eV, the prediction 0.326 and the fit 0.338. The fits lie 3 to 4% high. A decaying power of $N$ before the exponential would do this, but that power was not determined, so this reading is a conjecture. The finite-difference exponents between $N=27$ and 55 are 1.97 and 1.98.

With $\hbar^2G/m=2(0.0381)(12.566)=0.958$ eV nm, the two-wave estimate gives $\kappa_0=3.634/(2\times0.958)=1.90$ nm⁻¹ and $2.355/(2\times0.958)=1.23$ nm⁻¹. These are 5 to 6% below the computed 1.99 and 1.30 nm⁻¹. One further decimal digit costs about $\ln10/0.498=4.6$ mesh points for the larger gap and $\ln10/0.326=7.1$ for the smaller.

For the smaller gap at $N=7$ and 11, both position matrices give the same printed error. This is what one expects if the largest error there sits in a diagonal velocity, which does not contain $A$.

**One transition in two gauges.** Take $V_2=3$ eV, $N=51$ and $k=0.8\pi/a=5.027$ nm⁻¹. The energies are $-0.688$ and 2.606 eV. The direct result is $|\hbar v_{12}|=0.4440$ eV nm, or

$$\frac{2|p_{12}|^2}{m}=\frac{|\hbar v_{12}|^2}{\hbar^2/2m}=\frac{0.4440^2}{0.0381}=5.17\ \text{eV}.$$

Gauge 2 follows from gauge 1 by a $k$-dependent rotation of the two functions and a factor $e^{ika}$ on the second: $W(k)=\begin{pmatrix}\cos\beta&-\sin\beta\\ \sin\beta&\cos\beta\end{pmatrix}\begin{pmatrix}1&0\\0&e^{ika}\end{pmatrix}$ with $\beta=0.5+0.6\cos ka$. The components in phase with the total, in eV nm, are:

- gauge 1: derivative $0.1347$, position $0.3093$, sum $0.4440$;
- gauge 2: derivative $0.9681$, position $-0.5242$, sum $0.4440$ (after rounding).

Without the position term the magnitudes are 0.1356 and 1.1112 eV nm, so the strength is wrong by $(0.1356/0.4440)^2=0.093$ and $(1.1112/0.4440)^2=6.3$. Keeping only the Wannier centres gives 0.4446 and 0.6338 eV nm. The first is within 0.2% of the full value at this $k$; the second overestimates the strength by a factor of 2.0. The good agreement in gauge 1 is shown only for that choice of Wannier functions and this $k$, and does not justify the truncation in general.

The centres provide a check on $A$. They sum to $-0.1102+0.0814=-0.0288$ nm in gauge 1 and $-0.0406-0.4882=-0.5288$ nm in gauge 2. The shift is $-a$, as it must be: the trace of $A$ changes by $i\,\partial_k\ln\det W$, and $\det W=e^{ika}$.

The largest difference between the gauges over the 41 points falls from $3.1\times10^{-3}$ to $1.5\times10^{-7}$ eV nm between $N=11$ and 31. That is a mean rate of $\ln(2.07\times10^4)/20=0.50$ per mesh point, close to $\kappa a/2$.

## Cost and failure modes

For $N$ lattice vectors, each fine $k$ point costs of order $NJ^2$ operations for the Fourier sums and $J^3$ for the diagonalization, independent of the plane-wave basis size. Storage is of order $NJ^2$.

- **Non-smooth frame.** Random unitary mixing without projection gave an energy error of 1.15 eV at $N=51$. With projection, the same mixing changed the stored matrices only at rounding level.
- **Bands outside the group.** Transitions to them are absent. The group must be enlarged until it holds every final state needed. The branch point in the next gap then limits the width of the strip, and the enlarged set of trial orbitals must again be checked for singularities of $S^{-1/2}$, which can make the strip narrower.
- **Entangled bands.** If the chosen space is not invariant under $H(k)$, the step $H|u_b\rangle=\sum_c|u_c\rangle H_{cb}$ fails. With $B_{ab}=i\langle u_a|H(k)|\partial_ku_b\rangle$, the product rule gives $\hbar v=\partial_kH+i(B-B^\dagger)$, which reduces to the boxed formula when $B=HA$.
- **Higher dimensions.** The velocity formula holds for each Cartesian component, but a smooth periodic frame may not exist. If it does, $\mathrm{tr}\,A$ is periodic and the flux of its curl through any two-dimensional section of the zone vanishes. A group with a nonzero Chern number therefore has no such frame.

The full set of values is in the numerical output.

## Computed values

```
hbar^2/2m = 0.038100 eV nm^2; a = 0.5 nm; V1 = 4.0 eV; phi = 0.5 rad
trial Gaussians: width 0.06 nm, centres -0.10, 0.10 nm
V2 = 3.0 eV: gap between bands 2 and 3 at k=0 = 3.6336 eV
  kappa = 1.9911 /nm; kappa*a/2 = 0.4978 per k point
  fitted error rate = 0.5145 per k point, N = 15 to 39
  finite-difference error falls as N^-1.965
  N, max error of hbar*v (eV nm): true position, finite difference
    7  1.07e-02  1.26e-02
   11  1.21e-03  6.34e-03
   19  1.80e-05  2.43e-03
   27  2.88e-07  1.24e-03
   35  4.68e-09  7.50e-04
   55  1.96e-13  3.07e-04
V2 = 1.5 eV: gap between bands 2 and 3 at k=0 = 2.3553 eV
  kappa = 1.3035 /nm; kappa*a/2 = 0.3259 per k point
  fitted error rate = 0.3381 per k point, N = 15 to 63
  finite-difference error falls as N^-1.984
  N, max error of hbar*v (eV nm): true position, finite difference
    7  3.56e-02  3.56e-02
   11  8.60e-03  8.60e-03
   19  5.23e-04  3.20e-03
   27  3.40e-05  1.58e-03
   35  2.16e-06  9.44e-04
   55  2.69e-09  3.85e-04
worked point: V2 = 3.0 eV, N = 51, k = 5.0265 /nm
gap between bands 1 and 2 at k=pi/a = 3.0940 eV
direct E1, E2 = -0.688284, 2.606351 eV
direct hbar*v11, hbar*v22 = 0.078775, -0.228689 eV nm
direct |hbar*v12| = 0.44397272 eV nm
direct 2|p12|^2/m = 5.173562 eV
gauge 1: Wannier centres = -0.11020, 0.08141 nm
  parts of hbar*v12 in phase with total: derivative 0.134668, position 0.309305 eV nm
  |hbar*v12|: full 0.44397272, no position term 0.135573, centres only 0.444568 eV nm
gauge 2: Wannier centres = -0.04063, -0.48816 nm
  parts of hbar*v12 in phase with total: derivative 0.968126, position -0.524153 eV nm
  |hbar*v12|: full 0.44397272, no position term 1.111191, centres only 0.633847 eV nm
max difference of hbar*v between gauges, N = 11, 21, 31: 3.10e-03, 1.89e-05, 1.50e-07 eV nm
change of H(R), A(R) under random eigenvector mixing = 9.8e-16 (eV, nm)
energy error with a random non-smooth frame = 1.152 eV
```
